# Why Links Across a Dielectric Interface Need the Harmonic-Mean Permittivity

A copper line on a chip is covered by a thin dielectric cap that keeps the copper in place. Above the cap comes a thicker layer of low-permittivity (low-k) dielectric, and above that the next metal level. The capacitance between the two levels contributes to signal delay, and for real line shapes it can be computed on a grid. A grid that stores one permittivity per node meets a difficulty at the boundary between cap and low-k layer: the link joining a cap node to a low-k node lies half in each material. Which permittivity should it carry?

A stack with flat, wide plates can be solved in closed form, so it can decide the question.

## The stack without a grid

Let the cap have thickness $d_1=10$ nm and relative permittivity $\varepsilon_1=5.0$, and the low-k layer $d_2=50$ nm and $\varepsilon_2=2.5$. The lower plate, at $z=0$, is held at 0 and the upper plate, at $z=d_1+d_2=60$ nm, at $V=1$ V. Both dielectrics are linear, isotropic and free of charge, and the interface carries no free charge.

The potential then depends on $z$ alone and obeys

$$\frac{d}{dz}\left(\varepsilon\frac{d\phi}{dz}\right)=0 ,\qquad D\equiv\varepsilon_0\varepsilon\frac{d\phi}{dz}=\text{constant}.$$

With this sign, $D$ is the displacement counted positive from the upper plate towards the lower one, and it equals the charge per area on the upper plate. In layer $i$ the slope is $D/(\varepsilon_0\varepsilon_i)$. Since $\phi$ is continuous, the drops over the layers add up to $V$:

$$V=\frac{D}{\varepsilon_0}\left(\frac{d_1}{\varepsilon_1}+\frac{d_2}{\varepsilon_2}\right)\equiv\frac{D\,S}{\varepsilon_0},\qquad \frac{C}{A}=\frac{D}{V}=\frac{\varepsilon_0}{S}.$$

The length $S$ is the thickness of vacuum that would give the same capacitance. Here $S=10/5+50/2.5=2+20=22$ nm, and $C/A=0.402$ fF/µm², or 40.2 nF/cm².

## Three links by hand

Take a grid spacing $h=20$ nm. The nodes lie at 0, 20, 40 and 60 nm, with the plates on the first and last. The interface at 10 nm is midway between the first two nodes. The second and third links lie wholly in the low-k layer and carry 2.5. The first link crosses the interface; call its permittivity $x$ and leave it open.

Surround each inner node by a cell reaching halfway to its neighbours. The cell holds no free charge, so by Gauss's law the flux entering through one face leaves through the other. Approximate the flux on a link by $\varepsilon_0\varepsilon_{\rm link}$ times the potential difference divided by $h$. The common factor $\varepsilon_0/h$ cancels, and with potentials in volts the two inner nodes give

$$x(\phi_1-0)=2.5(\phi_2-\phi_1),\qquad 2.5(\phi_2-\phi_1)=2.5(1-\phi_2).$$

The second equation gives $\phi_2=(1+\phi_1)/2$, hence $\phi_2-\phi_1=(1-\phi_1)/2$. The first becomes $x\phi_1=1.25(1-\phi_1)$, so

$$\phi_1=\frac{1.25}{x+1.25}.$$

The flux through the first link, which is the flux through all of them, gives the capacitance:

$$\frac{C}{\varepsilon_0A}=\frac{x\,\phi_1}{20}=\frac{1.25\,x}{20(x+1.25)}=\frac{1}{16+20/x}\ \text{nm}^{-1}.$$

The 16 nm in the denominator come from the two low-k links, $2\times20/2.5$. The exact answer has 22 nm in that place. Therefore

$$\frac{20}{x}=6,\qquad x=\frac{20}{6}=3.333 .$$

This is the harmonic mean, $2(5)(2.5)/(5+2.5)=3.333$. No other value will do, because $16+20/x$ falls steadily as $x$ grows and so takes the value 22 once.

The node potentials come out right as well. With $x=3.333$, $\phi_1=0.2727$ V and $\phi_2=0.6364$ V. The continuum solution at 20 nm has accumulated $10/5+10/2.5=6$ nm of the total 22 nm, and $6/22=0.2727$. At 40 nm it has accumulated 14 nm, and $14/22=0.6364$.

The arithmetic mean, $x=3.75$, gives $\phi_1=0.250$ V and $\phi_2=0.625$ V. Its denominator is $16+5.333=21.333$ nm, so the capacitance is $22/21.333=1.031$ times the exact one, 3.1 % too large.

## Where the harmonic mean comes from

Let a link join node $a$ in material 1 to node $b$ in material 2, with the interface midway and at potential $\phi_I$. The same $D$ crosses both halves:

$$\phi_I-\phi_a=\frac{D}{\varepsilon_0}\frac{h}{2\varepsilon_1},\qquad
\phi_b-\phi_I=\frac{D}{\varepsilon_0}\frac{h}{2\varepsilon_2}.$$

Adding the two removes $\phi_I$:

$$\phi_b-\phi_a=\frac{D}{\varepsilon_0}\,\frac h2\left(\frac1{\varepsilon_1}+\frac1{\varepsilon_2}\right)=\frac{D}{\varepsilon_0}\,h\,\frac{\varepsilon_1+\varepsilon_2}{2\varepsilon_1\varepsilon_2}.$$

Comparison with the link law $D=\varepsilon_0\varepsilon_{\rm link}(\phi_b-\phi_a)/h$ gives

$$\boxed{\ \varepsilon_{\rm link}=\frac{2\varepsilon_1\varepsilon_2}{\varepsilon_1+\varepsilon_2}\ }$$

The half-links are capacitors in series. They share the flux, so their drops add, and it is $1/\varepsilon$ that must be averaged.

The eliminated potential can be recovered. Equal flux in the two halves means $\varepsilon_1(\phi_I-\phi_a)=\varepsilon_2(\phi_b-\phi_I)$, so

$$\phi_I=\frac{\varepsilon_1\phi_a+\varepsilon_2\phi_b}{\varepsilon_1+\varepsilon_2}.$$

In the example this is $2.5\times0.2727/7.5=0.0909$ V. It gives the field in each material, as does the link flux $D$ divided by $\varepsilon_0\varepsilon_i$. The cap field is 0.0909 V over 10 nm, or 0.091 MV/cm, and the low-k field is 0.9091 V over 50 nm, or 0.182 MV/cm. Dividing the drop on the crossing link by its length gives $0.2727\ \text{V}/20\ \text{nm}=0.136$ MV/cm, which is the field in neither material.

## Any layered stack

Consider a chain of links between plates at 0 and $V$. Flux balance at every inner node makes all link fluxes equal to one value $D$, so each drop is $Dh/(\varepsilon_0\varepsilon_{\rm link})$ and

$$\frac CA=\frac{\varepsilon_0}{\sum_{\rm links}h/\varepsilon_{\rm link}} .$$

For two layers with a midway interface, the links inside the materials contribute $(d_1-h/2)/\varepsilon_1+(d_2-h/2)/\varepsilon_2$. The exact capacitance requires the whole sum to be $S$, which leaves for the crossing link

$$\frac{h}{\varepsilon_{\rm link}}=\frac{h}{2\varepsilon_1}+\frac{h}{2\varepsilon_2}.$$

This equation has one solution, the harmonic mean. Given that the other links keep the permittivity of their own material, the rule is thus both sufficient and necessary, at every $h$ that places the interface midway. In a test on twenty random two-layer stacks, with permittivities between 1 and 12, a root search for the crossing-link value that reproduces the exact capacitance returned the harmonic mean to within one part in $10^8$.

With several interfaces, each on its own link, the capacitance fixes only the sum of the crossing terms, and two wrong values could compensate. Requiring the node potentials to be exact as well fixes each link separately, since the flux and each drop are then prescribed.

## What another mean costs

The arithmetic mean replaces $h(\varepsilon_1+\varepsilon_2)/(2\varepsilon_1\varepsilon_2)$ by $2h/(\varepsilon_1+\varepsilon_2)$. The sum $S$ loses

$$\delta=h\,\frac{(\varepsilon_1+\varepsilon_2)^2-4\varepsilon_1\varepsilon_2}{2\varepsilon_1\varepsilon_2(\varepsilon_1+\varepsilon_2)}
=\frac{h(\varepsilon_1-\varepsilon_2)^2}{2\varepsilon_1\varepsilon_2(\varepsilon_1+\varepsilon_2)}$$

per interface. For one interface the relative error in capacitance is

$$\frac{S}{S-\delta}-1=\frac{\delta}{S-\delta}.$$

It is positive, and first order in $h$. For the example with $h=20$ nm, $\delta=20\times6.25/187.5=0.667$ nm and the error is $0.667/21.333=3.1\,\%$. For the same stack it falls to 0.61 % at $h=4$ nm and 0.12 % at 0.8 nm. The geometric mean, 3.536, errs by 1.6, 0.31 and 0.06 % on the same three grids. The harmonic mean shows no error on any of them.

Two limits show what happens. For nearly equal permittivities $\delta$ is quadratic in their difference, so the choice of mean hardly matters. For $\varepsilon_1\gg\varepsilon_2$, $\delta\to h/(2\varepsilon_2)$, which is the full contribution of the half-link in the low-permittivity material: the arithmetic mean short-circuits half a grid spacing of the layer that matters most. Replacing the low-k layer by an air gap goes in this direction. Then $S=2+50=52$ nm, and the arithmetic error is 11.4 % at $h=20$ nm and 2.1 % at 4 nm.

## Links that need something else

The harmonic mean belongs to links that carry flux through the interface.

*Links parallel to the interface.* With the interface midway between two rows of nodes, a link within one row lies in one material. So does the cell face it crosses, which ends at the interface. The link keeps the permittivity of that material.

*Layers side by side.* If the boundary between the materials runs perpendicularly from plate to plate, midway between two columns of nodes, the potential is $Vz/L$ in both, with $L$ the plate spacing. Nodes at equal height have equal potential, the crossing links carry no flux, and any mean gives the exact capacitance. The capacitors are now in parallel, and the sum over node columns takes care of that.

*Interfaces off the midpoint.* If a fraction $\theta$ of the link lies in material 1, the series argument gives

$$\frac1{\varepsilon_{\rm link}}=\frac{\theta}{\varepsilon_1}+\frac{1-\theta}{\varepsilon_2}.$$

Using the midway formula instead omits $(\theta-\tfrac12)h(1/\varepsilon_1-1/\varepsilon_2)$ from $S$, which is again a first-order error. If the potential also varies along the interface, the parallel links in the row whose cells the interface cuts must change too. Their faces lie partly in each material, side by side, so they carry the arithmetic mean weighted by the shares of the face. Leaving them unchanged makes the scheme first order.

## When the potential varies along the interface

Near line edges the potential depends on $x$ too, and it is no longer linear between nodes. Put the interface at height $z_I$, let primes denote $z$-derivatives, and expand from the interface into each material:

$$\phi_b=\phi_I+\frac h2\phi_2'+\frac{h^2}{8}\phi_2''+O(h^3),\qquad
\phi_a=\phi_I-\frac h2\phi_1'+\frac{h^2}{8}\phi_1''+O(h^3).$$

Subtract, and use $\phi_i'=D/(\varepsilon_0\varepsilon_i)$ at the interface, where $D$ is now the local normal component:

$$\phi_b-\phi_a=\frac{D}{\varepsilon_0}\frac h2\left(\frac1{\varepsilon_1}+\frac1{\varepsilon_2}\right)+\frac{h^2}{8}\left(\phi_2''-\phi_1''\right)+O(h^3).$$

The $h^2$ term vanishes. The potential is continuous all along the plane $z=z_I$, so its second derivative along $x$ is the same on both sides. Laplace's equation holds in each material, $\phi''=-\partial^2\phi/\partial x^2$, so $\phi''$ is the same on both sides as well. The harmonic link therefore has a drop error of order $h^3$ and a flux error of order $h^2$. The arithmetic link errs in its drop already at order $h$.

A closed solution tests this. Keep the two layers, set the lower plate and the side walls $x=0$ and $x=120$ nm to zero, and impose $\sin kx$ volts on top, with $k=\pi/(120\ \text{nm})$. Then $\phi=f(z)\sin kx$ with $f''=k^2f$. With $f_I=f(d_1)$ and $L=d_1+d_2$,

$$f=f_I\frac{\sinh kz}{\sinh kd_1}\ (z<d_1),\qquad
f=\frac{f_I\sinh k(L-z)+\sinh k(z-d_1)}{\sinh kd_2}\ (z>d_1).$$

Continuity of $\varepsilon f'$ at $d_1$ reads $\varepsilon_1f_I\coth kd_1=\varepsilon_2(1/\sinh kd_2-f_I\coth kd_2)$, so

$$f_I=\frac{\varepsilon_2/\sinh kd_2}{\varepsilon_1\coth kd_1+\varepsilon_2\coth kd_2}.$$

Halving $h$ from 4 to 2 nm reduces the drop error of the harmonic link by a factor 8.00, as $h^3$ demands. In the full two-dimensional solution the largest node error at $h=4$ nm is 0.17 mV with harmonic links and 3.6 mV with arithmetic ones. Between $h=4/3$ and $4/9$ nm the errors fall with powers 2.00 and 0.99 of $h$. The harmonic mean is thus no longer exact here, but it keeps the scheme second order.

The expansion needs a potential that is smooth on each side of a flat interface. At metal corners it is not, and the argument gives no order of accuracy there.

## The algorithm

On a square grid in two dimensions, per unit length of line:

1. Place the nodes so that dielectric interfaces fall midway between rows and metal surfaces fall on nodes. Give each node the permittivity of its material, and each metal node that of the dielectric at its height.
2. For each pair of neighbours form $g_{ij}=2\varepsilon_i\varepsilon_j/(\varepsilon_i+\varepsilon_j)$. Within one material this returns the material's own value, so no special cases arise. The face width $h$ cancels the spacing $h$. A link along a symmetry plane gets half the weight, because half its face is kept.
3. At every free node require $\sum_jg_{ij}(\phi_i-\phi_j)=0$, with electrode potentials fixed. An outer edge without further links carries no flux.
4. Solve the linear system, and sum $Q_i=\varepsilon_0\sum_jg_{ij}(\phi_i-\phi_j)$ over the nodes of the electrode at $V$. If a symmetry plane cuts the electrode and only one half is solved, double this sum. Then $C=Q/V$ per unit length.

Step 1 cannot be met where a dielectric interface is coplanar with a metal surface, as the underside of a cap between copper lines usually is. The interface then lies on a row of nodes. Links leaving that row carry the permittivity of the material they lie in, and links along it carry the arithmetic mean of the two, because half of each face lies in either material. These values replace those of step 2 for that row.

The matrix is symmetric because $g_{ij}=g_{ji}$. Its quadratic form is $\sum_{\rm links}g_{ij}(\phi_i-\phi_j)^2$, which is positive for free nodes linked to an electrode, so the solution is unique. Each free potential is a weighted average of its neighbours, so none can lie outside the range of the electrode potentials.

## The model beside a real interconnect

The permittivities are round values in the rough range of SiCN caps and porous SiCOH. The assumption that real lines break most strongly is that of wide plates. The algorithm was applied to an isolated line 60 nm thick above a plane, with low-k material around it and $h=4$ nm. A line 1000 nm wide has 0.48 fF/µm against 0.40 from the plate formula, about a fifth more. A line 40 nm wide has 0.081 against 0.016, a factor of five. These values are for a margin of 800 nm around the line. For the wide line, a finer mesh graded towards the corners changes the value by less than 0.1 %, and a margin of 8000 nm raises it by 1.6 %. For the narrow line, going from a margin of 500 nm to 800 nm changes the value by 1.3 %; a margin of 8000 nm raises it by a further 0.9 %, and a finer mesh graded towards the corners lowers it by 0.5 %. The last digit of 0.081 is therefore uncertain by one unit, while the factor of five stands. Neighbouring lines, absent here, would change the values again.

Other effects are smaller, and their inputs are rough. If processing turns the top 5 nm of the low-k layer into material with $\varepsilon=4$, then $S=2+18+1.25=21.25$ nm and the plate capacitance rises by 3.5 %. Field penetration into the copper lowers it by 0.5 % in a Thomas–Fermi estimate whose electrons end sharply at the surface. Real electrons spill out a little, which acts the other way and can reverse the sign. A permittivity drift of $10^{-4}$ per kelvin over 80 K moves it by 0.8 %. These corrections run from 0.5 to 3.5 %, and the arithmetic mean's errors at $h=20$ and 4 nm, 3.1 % and 0.6 %, lie in the same range.

Between flat plates the low-k field is nearly 30 times below a rough breakdown field of 5 MV/cm. Near the lower corners of a real line it is higher. At a perfectly sharp corner Laplace's equation gives a field that grows without limit, so the peak value depends on how the corner is rounded. The comparison with breakdown therefore holds only for the flat region, and it says nothing about lifetime under long stress. Direct tunnelling through 60 nm is negligible. Unless the two layers have equal relaxation times, leakage would in time charge the interface and invalidate the condition on $D$. With a resistivity of $10^{15}$ Ω cm the low-k layer's relaxation time $\varepsilon_0\varepsilon_2\rho$ is about 220 s, so the capacitive solution holds for signals much faster than that, provided the cap's own relaxation time is no shorter. The numerical output below gives the main values in full.

## Values computed for the example and the checks

```
cap: eps 5.0, 10.0 nm; low-k: eps 2.5, 50.0 nm
bias 1.0 V; S = 22.0000 nm
exact C/area = 0.40246 fF/um^2 = 40.246 nF/cm^2
harmonic mean of eps = 3.33333
arithmetic mean of eps = 3.75000
geometric mean of eps = 3.53553
crossing-link eps found by root search (h=20 nm) = 3.33333
h=20 nm harmonic: node phi (V) = 0.00000, 0.27273, 0.63636, 1.00000
h=20 nm arithmetic: node phi (V) = 0.00000, 0.25000, 0.62500, 1.00000
interface potential = 0.09091 V
C/area (fF/um^2) and error (%) by grid and mean:
 h=20.0 nm harmonic   0.40246 0.0000
 h=20.0 nm arithmetic 0.41504 3.1250
 h=20.0 nm geometric  0.40884 1.5845
 h= 4.0 nm harmonic   0.40246 0.0000
 h= 4.0 nm arithmetic 0.40492 0.6098
 h= 4.0 nm geometric  0.40372 0.3129
 h= 0.8 nm harmonic   0.40246 0.0000
 h= 0.8 nm arithmetic 0.40295 0.1214
 h= 0.8 nm geometric  0.40271 0.0624
air gap for low-k, h=20.0 nm: arithmetic error 11.429 %
air gap for low-k, h=4.0 nm: arithmetic error 2.094 %
sinusoidal case: period 240 nm along the interface
link-drop error ratio, h=4 to h=2 nm: 8.001
 harmonic: max error (V) at h=4, 4/3, 4/9 nm: 1.67e-04, 1.86e-05, 2.07e-06; order 2.000
 arithmetic: max error (V) at h=4, 4/3, 4/9 nm: 3.61e-03, 1.26e-03, 4.26e-04; order 0.987
neglected effects (line metal 60 nm thick, 2D grid h=4 nm):
 width 1000 nm: plate 0.4025, 2D 0.4845 fF/um, excess 20 %, box 1.2 %
 width 40 nm: plate 0.0161, 2D 0.0812 fF/um, excess 404 %, box 1.3 %
 damaged skin 5.0 nm, eps 4.0 (rough): C changes +3.53 %
 Cu electron density 8.5e+22 cm^-3 (rough): screening length 0.0553 nm
 two screened plates: C changes -0.50 %
 eps drift 1e-04 per K (rough), 80 K warmer: C changes 0.8 % in size
 fields: cap 0.0909, low-k 0.1818 MV/cm
 breakdown 5.0 MV/cm (rough): 27.5 times the low-k field
 tunnelling, barrier 3.0 eV (rough), free mass: log10(T) = -425
 low-k resistivity 1e+15 ohm cm (rough): relaxation time 221 s
```
